\section*{Multiphonon Capture Between Displaced Oscillators of Unequal Frequency}

\section{A release of energy that misses every level}

A carrier meets a point defect in a semiconductor and is captured without emitting light. Unless another carrier takes it up, the electronic energy must go into lattice vibrations. Suppose that one vibration, with mass-weighted coordinate $Q$, takes nearly all of it. Before capture its potential energy is $V_i$, afterwards $V_f$:
\begin{equation}
V_i=\Delta E+\tfrac12\Omega_i^2Q^2,\qquad
V_f=\tfrac12\Omega_f^2(Q-D)^2 .
\end{equation}
The minima are displaced by $D$, the angular frequencies differ, and $\Delta E>0$ is the energy released between the minima.

Take round model parameters: $\Omega_i=5.0\times10^{13}$ and $\Omega_f=5.7\times10^{13}$ rad/s, $D=6.0\times10^{-24}\ \mathrm{kg^{1/2}\,m}$ and $\Delta E=1.2\times10^{-19}$ J (0.749 eV). The quanta are $\hbar\Omega_i=5.273\times10^{-21}$ J and $\hbar\Omega_f=6.011\times10^{-21}$ J. If the vibration goes from initial level $m$ to final level $n$, the energy left over is
\begin{equation}
x_{mn}=\Delta E+\hbar\Omega_i(m+\tfrac12)-\hbar\Omega_f(n+\tfrac12).
\label{mismatch}
\end{equation}
For $m=0$ the first two terms and the final zero-point energy give $119.63\times10^{-21}$ J. Twenty final quanta take $120.22\times10^{-21}$ J, so
\[
x_{0,20}=(119.63-120.22)\times10^{-21}\ \mathrm J
=-0.59\times10^{-21}\ \mathrm J .
\]
Even the best final level misses, and an isolated oscillator could not conserve energy. Other lattice modes must supply or absorb the difference.

Let the electronic states be eigenstates at the initial minimum. To first order in displacement, the coupling between them is then $WQ$, which vanishes at $Q=0$. This choice of expansion point matters: with the same $W$, a coupling $W(Q-D)$ expanded about the final minimum gives a rate about nine times larger in this example, so $W$ must be computed at the geometry about which it is expanded. For weak coupling and a thermalized initial vibration, Fermi's golden rule gives the rate for one carrier in a volume $V$:
\begin{equation}
r=\frac{2\pi}{\hbar}W^2F,\quad
F=\sum_{mn}p_m|Q_{mn}|^2J(x_{mn}),\quad C=Vr .
\label{rate}
\end{equation}
Here $Q_{mn}=\langle i m|Q|f n\rangle$, $p_m$ is the thermal population, and $J(x)$ is the probability density that the other modes absorb energy $x$. For no bath, $J$ is a delta function and $F$ is a set of spikes: zero between them and infinite on them. Shrinking a numerical width to zero therefore does not converge to a useful rate. The width has to be a property of the bath.

\section{The first matrix elements by hand}

The lowest levels show how an overlap is calculated. The two ground states are
\[
\psi_{i0}=\left(\frac{\Omega_i}{\pi\hbar}\right)^{1/4}e^{-\Omega_iQ^2/2\hbar},\quad
\psi_{f0}=\left(\frac{\Omega_f}{\pi\hbar}\right)^{1/4}e^{-\Omega_f(Q-D)^2/2\hbar}.
\]
To integrate their product, complete the square:
\[
\Omega_iQ^2+\Omega_f(Q-D)^2=(\Omega_i+\Omega_f)(Q-\bar Q)^2+\frac{\Omega_i\Omega_fD^2}{\Omega_i+\Omega_f},
\quad \bar Q=\frac{\Omega_fD}{\Omega_i+\Omega_f}.
\]
The Gaussian integral is $\sqrt{2\pi\hbar/(\Omega_i+\Omega_f)}$. With the normalization factors,
\begin{equation}
S_{00}=u^{-1/2}\exp\left[-\frac{\Omega_i\Omega_fD^2}{2\hbar(\Omega_i+\Omega_f)}\right],
\quad u=\frac{\Omega_f+\Omega_i}{2\sqrt{\Omega_i\Omega_f}} .
\label{s00}
\end{equation}
The final Huang--Rhys factor is $\Omega_fD^2/2\hbar=9.729$. The exponent is thus $-9.729\times5.0/10.7=-4.546$, and $u=1.00215$, giving $S_{00}=0.01060$.

The product of the ground states is a Gaussian centred at $\bar Q=3.196\times10^{-24}\ \mathrm{kg^{1/2}\,m}$. Its first moment follows at once:
\[
Q_{00}=\bar Q S_{00}=3.39\times10^{-26}\ \mathrm{kg^{1/2}\,m}.
\]
Higher levels would require longer integrals. Ladder operators replace them by short recursions.

\section{All matrix elements by recursion}

Let $a$ lower the initial oscillator and $b$ the final one. With $P$ the momentum conjugate to $Q$,
\begin{align*}
Q&=\sqrt{\frac{\hbar}{2\Omega_i}}(a+a^\dagger),\qquad
P=-i\sqrt{\frac{\hbar\Omega_i}{2}}(a-a^\dagger),\\
b&=\sqrt{\frac{\Omega_f}{2\hbar}}\left(Q-D+\frac{iP}{\Omega_f}\right).
\end{align*}
Inserting $Q$ and $P$ in $b$ gives
\[
b=\frac12\sqrt{\frac{\Omega_f}{\Omega_i}}(a+a^\dagger)
+\frac12\sqrt{\frac{\Omega_i}{\Omega_f}}(a-a^\dagger)
-D\sqrt{\frac{\Omega_f}{2\hbar}} .
\]
Collecting $a$ and $a^\dagger$,
\begin{equation}
b=ua+va^\dagger-\delta,\quad
v=\frac{\Omega_f-\Omega_i}{2\sqrt{\Omega_i\Omega_f}},\quad
\delta=D\sqrt{\frac{\Omega_f}{2\hbar}} .
\end{equation}

Write $S_{mn}=\langle im|fn\rangle$ and evaluate $\langle im|b|fn\rangle$ in two ways. Acting to the right, $b$ gives $\sqrt n\,S_{m,n-1}$. Acting to the left, $\langle m|a=\sqrt{m+1}\langle m+1|$ and $\langle m|a^\dagger=\sqrt m\langle m-1|$. Hence
\begin{equation}
u\sqrt{m+1}\,S_{m+1,n}=\delta S_{mn}-v\sqrt m\,S_{m-1,n}+\sqrt n\,S_{m,n-1}.
\label{rows}
\end{equation}
The first row needs a separate relation. Since $b^\dagger=ua^\dagger+va-\delta$ and $\langle0|a^\dagger=0$,
\[
\sqrt{n+1}\,S_{0,n+1}=vS_{1n}-\delta S_{0n}.
\]
Equation (\ref{rows}) at $m=0$ gives $S_{1n}=(\delta S_{0n}+\sqrt n\,S_{0,n-1})/u$. Substitution yields
\begin{equation}
\sqrt{n+1}\,S_{0,n+1}=\frac vu\sqrt n\,S_{0,n-1}+\delta\left(\frac vu-1\right)S_{0n}.
\label{first}
\end{equation}
Terms with a negative index are zero. Finally, acting with $Q$ on the initial state gives
\begin{equation}
Q_{mn}=\sqrt{\frac{\hbar}{2\Omega_i}}\left(\sqrt m\,S_{m-1,n}+\sqrt{m+1}\,S_{m+1,n}\right).
\label{qelement}
\end{equation}
One overlap row beyond the last required $m$ is therefore needed.

The hand result checks the $\delta$ term; the grid test below also covers the terms with $v$ and $\sqrt n$. Equations (\ref{rows}) and (\ref{qelement}) give
\[
Q_{00}=\sqrt{\frac{\hbar}{2\Omega_i}}\frac{\delta}{u}S_{00}
=\frac{\Omega_fD}{\Omega_i+\Omega_f}S_{00}=\bar QS_{00}.
\]

Two limits show what the terms do. For equal frequencies, $v=0$ and $u=1$, so (\ref{first}) becomes $\sqrt{n+1}\,S_{0,n+1}=-\delta S_{0n}$. Repeated use gives $|S_{0n}|^2=e^{-\delta^2}\delta^{2n}/n!$, a Poisson distribution. For $D=0$ but unequal frequencies, $\delta=0$ and parity is conserved: overlaps require even $m-n$, whereas $Q_{mn}$ requires odd $m-n$.

As an independent test, both oscillators were diagonalized on a coordinate grid. Over 45 initial and 70 final levels, the largest difference in $|Q_{mn}|^2$ was $5\times10^{-13}$ of $\hbar/\Omega_i$. Here, ordinary double precision changes the 300 K rate by only $5\times10^{-15}$, relative to a 60-digit recursion. This holds because only low levels contribute: rounding errors in (\ref{rows}) grow rapidly with $m$ and $n$. With 220 columns the double-precision error in $S_{mn}^2$ reaches $10^{-5}$ within 40 rows and exceeds 1 within 70 rows, and it grows faster for larger $D$. High temperatures or large displacements therefore need extended precision; neither the balance check nor the truncation bound below detects this error.

\section{What the width must satisfy}

Consider one pair of levels. Capture makes the bath absorb $x$; the reverse transition makes it absorb $-x$. Model the bath by displaced oscillators whose frequencies do not change, and include their relaxation in $\Delta E$. Let $\alpha$ and $\gamma$ label bath levels before and after capture, with energies measured from the respective minima. A capture term has $\varepsilon_\gamma-\varepsilon_\alpha=x$. The same squared overlap enters the reverse process, but its thermal weight is $e^{-\beta\varepsilon_\gamma}$ instead of $e^{-\beta\varepsilon_\alpha}$, where $\beta=1/k_BT$. The partition functions are equal, and reflection maps one displacement onto the other, so one function $J$ describes both directions:
\begin{equation}
J(-x)=e^{-\beta x}J(x).
\label{bathbalance}
\end{equation}

Now try a Gaussian with mean $\mu$ and variance $\sigma^2$:
\[
\ln\frac{J(-x)}{J(x)}=\frac{-(x+\mu)^2+(x-\mu)^2}{2\sigma^2}
=-\frac{2\mu x}{\sigma^2}.
\]
Condition (\ref{bathbalance}) fixes $\mu=\beta\sigma^2/2$. Calling this mean $\lambda$,
\begin{equation}
J(x)=\frac{1}{\sqrt{4\pi\lambda k_BT}}\exp\left[-\frac{(x-\lambda)^2}{4\lambda k_BT}\right],
\quad \sigma^2=2\lambda k_BT .
\label{kernel}
\end{equation}

This is also the classical limit of a slow displaced mode. For its coordinate $R$, frequency $\omega$ and displacement $d$, a transition at fixed $R$ and momentum changes the bath energy by
\[
x=\tfrac12\omega^2(R-d)^2-\tfrac12\omega^2R^2=\tfrac12\omega^2d^2-\omega^2dR .
\]
Thermal $R$ is Gaussian with zero mean and variance $k_BT/\omega^2$. Thus $x$ has mean $\lambda=\omega^2d^2/2$ and variance $\omega^2d^2k_BT=2\lambda k_BT$, as in (\ref{kernel}). For a quantum mode with $\hbar\omega=0.1k_BT$ and $\lambda=0.2k_BT$, a direct test found a largest deviation of 0.3\% of the peak. The kernel is not justified when the important bath quanta are comparable with $k_BT$ or with $\sigma$: at $\hbar\omega=0.1k_BT$ but $\lambda=0.01k_BT$, the deviation is 9\% of the peak.

Detailed balance of the whole sum now follows term by term. Let $q_n$ be the final populations and $Z_i,Z_f$ the vibrational partition functions, including zero-point energy. From (\ref{mismatch}), the final minus initial vibrational energy is $\Delta E-x_{mn}$, so
\[
q_n=p_m\frac{Z_i}{Z_f}e^{-\beta(\Delta E-x_{mn})}.
\]
Multiplying by $J(-x_{mn})=e^{-\beta x_{mn}}J(x_{mn})$ cancels $x_{mn}$:
\begin{equation}
\frac{F_{\rm rev}}{F}=\frac{Z_i}{Z_f}e^{-\beta\Delta E},\qquad
\frac{Z_i}{Z_f}=\frac{\sinh(\beta\hbar\Omega_f/2)}{\sinh(\beta\hbar\Omega_i/2)} .
\label{balance}
\end{equation}

An unshifted Gaussian is the same for $x$ and $-x$. The factor $e^{\beta x_{mn}}$ then remains, and its average over the capture terms multiplies the reverse-to-forward ratio. In the example at 300 K this error is a factor 1.46.

\section{How much broadening is enough}

A sufficiently broad bath joins the levels into a smooth line, but a larger $\lambda$ also changes the physical model. Both effects can be measured.

For the second, write the kernel as a Fourier integral:
\[
J(x)=\int_{-\infty}^{\infty}\frac{ds}{2\pi}\,e^{isx}e^{-is\lambda-\lambda k_BTs^2}.
\]
A derivative with respect to $\lambda$ brings down $-is-k_BTs^2$, while each derivative with respect to $x$ brings down $is$. Since $x_{mn}$ shifts one-for-one with $\Delta E$,
\begin{equation}
\frac{\partial F}{\partial\lambda}=k_BT\frac{\partial^2F}{\partial(\Delta E)^2}-\frac{\partial F}{\partial(\Delta E)} .
\label{sensitivity}
\end{equation}
The derivative is at fixed temperature. Finite differences tested this identity at 300 K.

For the unevenness, consider final levels of spacing $\Delta$ with strengths that fall as $e^{-\kappa E}$ with vibrational energy $E$. Relative to the strength at resonance, a level with mismatch $x$ has weight $e^{\kappa x}$. Completing the square gives
\[
e^{\kappa x}J(x)=A\,G_\sigma(x-\lambda-\kappa\sigma^2),\qquad
A=e^{\kappa\lambda+\kappa^2\sigma^2/2}=e^{\kappa(\kappa+\beta)\sigma^2/2},
\]
where $G_\sigma$ is a normalized Gaussian. Poisson summation over $x=y-n\Delta$ then gives
\begin{equation}
\Delta\sum_n e^{\kappa x}J(x)=A\left[1+2\sum_{k\ge1}e^{-2\pi^2k^2\sigma^2/\Delta^2}
\cos\frac{2\pi k(y-\lambda-\kappa\sigma^2)}{\Delta}\right].
\label{comb}
\end{equation}
The leading relative ripple is $2e^{-2\pi^2\sigma^2/\Delta^2}$, independent of $\kappa$; the slope changes the mean through $A$. At $\sigma/\Delta=0.4$, both the explicit sum and this estimate give 0.085.

The full line has several initial levels, and its strengths are not one exponential. Equation (\ref{comb}) is therefore a guide, not a bound. Its ripple can be measured from $\ln F$ at $\Delta E$ minus the mean of $\ln F$ at $\Delta E\pm\hbar\Omega_f/2$. This removes a linear trend and doubles a small cosine ripple. A quarter of the peak-to-peak variation over one final quantum is thus its relative amplitude.

At 300 K, with $\Delta=\hbar\Omega_f$:
\begin{center}
\begin{tabular}{ccc}
$\sigma/\hbar\Omega_f$ & $C$ ($10^{-16}\ \mathrm{m^3/s}$) & measured ripple\\
0.20 & 0.89 & 0.78\\
0.35 & 1.03 & 0.14\\
0.52 & 1.16 & 0.009\\
0.80 & 1.24 & 0.0002
\end{tabular}
\end{center}
The first ripple is too large for the small-amplitude reading and simply signals that the separate levels are still resolved. The values of $C$ belong to one $\Delta E$, which lies near a ripple minimum. Averaged over one final quantum after removing the slope, they are 1.11, 1.14, 1.17 and 1.24, so most of the rise in the table is the ripple filling in. At the last width, (\ref{comb}) predicts less than $10^{-5}$, below the measured value. The measurement does not separate residual level structure from changing curvature of the smooth line.

The third row corresponds to $\lambda=1.2\times10^{-21}$ J. There $\partial\ln C/\partial\ln\lambda=0.089$ at this $\Delta E$, but about half of this is the decay of the remaining ripple: over one final quantum the derivative varies between $-0.009$ and $0.089$. For the ripple-averaged line it is 0.045, so a 10\% change in $\lambda$ changes the smooth $C$ by about 0.45\%. Smoothness alone does not determine $\lambda$; a material calculation must obtain it from the remaining modes.

\section{Where the sums may stop}

The initial populations are $p_m=(1-z)z^m$, with $z=e^{-\beta\hbar\Omega_i}$. Stopping when little population remains is unsafe, because excited levels can capture faster. Keeping $m<4$ at 300 K omits 0.6\% of the population but 2.9\% of the rate.

A bound follows from completeness of the final levels:
\begin{equation}
\sum_n|Q_{mn}|^2=\langle im|Q^2|im\rangle=\frac{\hbar}{\Omega_i}\left(m+\tfrac12\right).
\label{sumrule}
\end{equation}
The kernel never exceeds $J_{\max}=1/(\sqrt{2\pi}\sigma)$. For the omitted levels $m\ge M$, put $m=M+k$ and use $\sum_k(1-z)z^k k=\bar n=z/(1-z)$:
\begin{equation}
B_i=J_{\max}\frac{\hbar}{\Omega_i}z^M\left(M+\tfrac12+\bar n\right).
\end{equation}

For a retained row, the strength missing beyond $n=N-1$ is
\[
R_m=\frac{\hbar}{\Omega_i}\left(m+\tfrac12\right)-\sum_{n<N}|Q_{mn}|^2 .
\]
As $n$ increases, $x_{mn}$ falls. Once $x_{mN}<\lambda$, later levels have smaller $J$, so their contribution is at most
\begin{equation}
B_f=\sum_{m<M}p_mR_mJ(x_{mN}).
\end{equation}
Choose $N$ so that $x_{M-1,N}\le\lambda-8\sigma$. Lower rows then satisfy the condition too. The omitted part of $F$ is at most $B_i+B_f$.

\section{The general algorithm}

\begin{enumerate}
\item Specify $\Omega_i,\Omega_f,D,\Delta E,W,V,T$ and a physical $\lambda$.
\item Start from (\ref{s00}), fill the first overlap row with (\ref{first}) and the others with (\ref{rows}), then form $Q_{mn}$ with (\ref{qelement}).
\item Increase $M$, choosing $N$ as above, until $(B_i+B_f)/F_{MN}$ is below the tolerance, where $F_{MN}$ is the retained sum.
\item Evaluate (\ref{rate}) with kernel (\ref{kernel}), and check the reverse sum against (\ref{balance}). This tests the kernel, energies and populations. It cannot detect wrong matrix elements or cutoffs, because the balance holds term by term.
\item Vary $\Delta E$ over one quantum and vary $\lambda$. If the ripple is too large, add the missing modes explicitly or determine the bath better; do not widen $J$ merely for appearance.
\end{enumerate}

Set $W=400\ \mathrm{J\,kg^{-1/2}\,m^{-1}}$, $V=10^{-27}\ \mathrm{m^3}$ and the tolerance to $10^{-8}$. At 300 K the algorithm selects $M=20$ and $N=41$. The relative bound is $4\times10^{-9}$; the difference from a table of 70 by 110 levels is $6\times10^{-12}$. With $F=1.222\times10^{-29}\ \mathrm{kg\,m^2/J}$,
\[
C=V\frac{2\pi}{\hbar}W^2F=1.16\times10^{-16}\ \mathrm{m^3/s}
=1.16\times10^{-10}\ \mathrm{cm^3/s}.
\]
The rate in $V$ is $1.16\times10^{11}\ \mathrm{s^{-1}}$, or 0.0023 of $\Omega_i$. This is consistent with weak coupling but does not prove it, since a small thermal or overlap factor also lowers the rate. Thermalization must be checked separately against the vibrational relaxation rate.

The reverse rate, computed from the independent grid states, is $0.0354\ \mathrm{s^{-1}}$. Its ratio to capture, $3.04\times10^{-13}$, agrees with (\ref{balance}). This is a rate between two nondegenerate electronic states. Emission into a band also needs the density and occupation of band states; Coulomb enhancement and anharmonicity are likewise absent.

At fixed $\lambda$, $C$ is $0.50$, $1.16$ and $2.29$ in units of $10^{-16}\ \mathrm{m^3/s}$ at 150, 300 and 600 K. The 150 K value carries a ripple of about 13\%, despite a truncation bound below $10^{-8}$: converged sums do not smooth a line whose separate levels still show. These ripples assume a very slow bath. At 150 K, $k_BT=2.1\times10^{-21}$ J is comparable with acoustic quanta of real semiconductors; such a bath with the same $\lambda$ leaves a larger ripple and a sharp zero-phonon part, and kernel (\ref{kernel}) no longer applies. The classical curves cross $1.11\times10^{-20}$ J above the initial minimum. That barrier's Arrhenius factor alone would grow by $e^{1.34}=3.8$ from 300 to 600 K, whereas $C$ grows by 2.0. Three things reduce the growth. Letting the bath move as well, the barrier is the minimum of $\tfrac12\Omega_i^2Q^2+(V_i-V_f-\lambda)^2/4\lambda$, which is $1.06\times10^{-20}$ J and gives 3.6. The classical rate, the thermal average over $Q$ of $Q^2J(V_i-V_f)$, includes the prefactor: it gives $C=0.10$, $0.88$ and $2.24$ in the same units and grows by 2.5. Quantum motion raises the rate more at low temperature and brings the growth down to 2.0. The numerical output gives the remaining cutoffs and checks.

\section*{Computed values}
\begin{verbatim}
Initial, final frequency: 5.00e+13, 5.70e+13 rad/s
Displacement D: 6.00e-24 kg^0.5 m
Energy release: 1.200e-19 J
Coupling W: 400.0 J kg^-0.5 m^-1; volume: 1.0e-27 m^3
Initial, final quantum: 5.2729e-21, 6.0111e-21 J
Final Huang-Rhys factor: 9.7291
Crossing coordinate: -2.9846e-24 kg^0.5 m
Classical crossing barrier: 1.1135e-20 J
Bath reorganization energy: 1.200e-21 J
Thermal energy at 300 K: 4.1419e-21 J
Bath width at 300 K: 3.1529e-21 J
Overlap S00: 1.059508e-02
Grid error in Q^2 / (hbar/Oi): 5.2e-13
Sum-rule error / (hbar/Oi), m=0..10: 3.6e-15
Double-precision recursion, relative rate error: 5.1e-15
Adaptive capture results, requested relative bound 1e-8:
T=150 K: M=10, N=31, width=2.2294e-21 J
  C=4.96439e-17 m^3/s, ripple=0.1253
  relative bound=6.7e-09, actual error=2.4e-11
T=300 K: M=20, N=41, width=3.1529e-21 J
  C=1.16488e-16 m^3/s, ripple=0.0089
  relative bound=4.0e-09, actual error=6.2e-12
T=600 K: M=38, N=59, width=4.4589e-21 J
  C=2.28729e-16 m^3/s, ripple=0.0002
  relative bound=9.8e-09, actual error=1.4e-11
C at 300 K converted: 1.16488e-10 cm^3/s
Energy release converted: 0.7490 eV
Line function F at 300 K: 1.22196e-29 kg m^2/J
Capture rate in V at 300 K: 1.16488e+11 s^-1
Capture rate / initial frequency: 2.330e-03
Reverse rate at 300 K: 3.54310e-02 s^-1
Reverse/forward, computed: 3.041594e-13
Reverse/forward, detailed balance: 3.041594e-13
Unshifted Gaussian, balance violated by factor: 1.4596
Slow-mode test, largest error / peak: 0.0032
d ln C / d ln lambda at 300 K: 0.0888
Comb ripple at width/spacing 0.4: 0.08499
Comb ripple from formula: 0.08500
Cut at m<4, omitted population: 0.00614
Cut at m<4, omitted share of rate: 0.02881
Width scan at 300 K:
width/quantum=0.2000, lambda=1.745e-22 J
  C=8.86873e-17 m^3/s, ripple=0.7843
width/quantum=0.3500, lambda=5.343e-22 J
  C=1.02837e-16 m^3/s, ripple=0.1445
width/quantum=0.5245, lambda=1.200e-21 J
  C=1.16488e-16 m^3/s, ripple=0.0089
width/quantum=0.8000, lambda=2.792e-21 J
  C=1.23983e-16 m^3/s, ripple=0.0002
\end{verbatim}
